\section*{Large-Bias Current Through Two Coherently Coupled Traps, part 2}

Two traps, L and R, lie in series between a source and a drain. We seek the stationary current $I$ as a function of the detuning $\varepsilon=E_L-E_R$ of the trap levels. $I$ is $e>0$ times the number of electrons passing from source to drain per unit time. The tunnel matrix element $t>0$ is an energy. The empty pair is filled through L at the rate $\Gamma_L$, and R empties into the drain at $\Gamma_R$. The pair holds at most one electron: the source level lies well above the one-electron levels but well below the energy needed to add a second electron, and the drain level lies well below the one-electron levels. The leads are flat, with densities of states and matrix elements independent of energy. Spin has been left out so far.

The density-matrix equations for the populations $\rho_{00}$ (empty), $\rho_{LL}$, $\rho_{RR}$ and the coherence $\rho_{LR}$ gave
\begin{equation}
I=\frac{et^2\Gamma_R}{w^2+\varepsilon^2},\qquad w^2=t^2\Big(2+\frac{\Gamma_R}{\Gamma_L}\Big)+\frac{\hbar^2\Gamma_R^2}{4}, \label{again}
\end{equation}
with half-width $w$ and transfer rate $W=t^2\Gamma_R/(\varepsilon^2+\hbar^2\Gamma_R^2/4)$. Pure dephasing adds damping to $\rho_{LR}$ alone. A first-passage test compared these equations, without refilling, with the amplitude equations for discrete lead levels; a false extra damping $\Gamma_L/2$ of $\rho_{LR}$ worsened the agreement.

The second derivation counts one electron per cycle:
\begin{equation}
\frac{e}{I}=\frac1{\Gamma_L}+T,\qquad T=\int_0^\infty\big(|\psi_L|^2+|\psi_R|^2\big)d\tau. \label{cycle}
\end{equation}
Here $1/\Gamma_L$ is the mean empty time and $T$ the mean dwell time. The electron's amplitudes $\psi$ start as $\psi_L=1$, $\psi_R=0$ at time $\tau=0$ and obey $i\hbar\dot\psi=K\psi$, with $K=H-\tfrac{i}{2}\hbar\Gamma_R|R\rangle\langle R|$ and
\begin{equation}
H=\frac{\varepsilon}{2}\big(|L\rangle\langle L|-|R\rangle\langle R|\big)+t\big(|L\rangle\langle R|+|R\rangle\langle L|\big).
\end{equation}
It remains to calculate $T$.

\subsection{The dwell time from three energy integrals}

A common shift of energy does not alter the norm, so take $E_L=0$ and $E_R=-\varepsilon$. Write $g=\hbar\Gamma_R$ and define $\hat\psi(E)=\int_0^\infty\psi\,e^{iE\tau/\hbar}d\tau$. Integrating the equation of motion by parts gives $(E-K)\hat\psi=i\hbar\psi(0)$. Inverting the two-by-two matrix,
\begin{equation}
\hat\psi_L=\frac{i\hbar(E+\varepsilon+ig/2)}{D},\qquad \hat\psi_R=\frac{i\hbar t}{D},\qquad
D=E(E+\varepsilon)-t^2+\frac{igE}{2}.
\end{equation}
Parseval's relation, $\int|\psi|^2d\tau=(2\pi\hbar)^{-1}\int|\hat\psi|^2dE$, turns the dwell time into
\begin{equation}
T=\frac{\hbar}{2\pi}\int_{-\infty}^{\infty}\frac{t^2+(E+\varepsilon)^2+g^2/4}{|D|^2}\,dE
=\frac{\hbar}{2\pi}\Big[\Big(t^2+\varepsilon^2+\frac{g^2}{4}\Big)J_0+2\varepsilon J_1+J_2\Big],
\end{equation}
with $J_n=\int E^n|D|^{-2}dE$.

The zeros of $D$ are the eigenvalues of $K$. For an eigenvector $v$ of unit norm the imaginary part of the eigenvalue is $-(g/2)|v_R|^2$. The component $v_R$ cannot vanish, since the second row of the eigenvalue equation would then require $tv_L=0$. All zeros therefore lie below the real axis, and $1/D$ is analytic above it.

Close the contour above the real axis. Since $1/D$ falls as $1/E^2$, $\int dE/D=0$. For $E/D$, which falls as $1/E$, the large half-circle contributes $i\pi$, so the integral along the real axis, taken between symmetric limits, is $-i\pi$. Now use
\begin{equation}
\frac1D=\frac{E(E+\varepsilon)-t^2-igE/2}{|D|^2}.
\end{equation}
The imaginary part of $\int dE/D=0$ gives $J_1=0$. The imaginary part of $\int E\,dE/D=-i\pi$ gives $-(g/2)J_2=-\pi$, so $J_2=2\pi/g$. The real part of $\int dE/D=0$ gives $J_2+\varepsilon J_1-t^2J_0=0$, so $J_0=2\pi/(gt^2)$. Therefore
\begin{equation}
T=\frac{\hbar}{g}\Big[\frac{t^2+\varepsilon^2+g^2/4}{t^2}+1\Big]
=\frac1{\Gamma_R}\Big[2+\frac{\varepsilon^2+\hbar^2\Gamma_R^2/4}{t^2}\Big]. \label{dwell}
\end{equation}
Inserted in (\ref{cycle}), this gives
\begin{equation}
\frac eI=\frac{t^2\Gamma_R/\Gamma_L+2t^2+\hbar^2\Gamma_R^2/4+\varepsilon^2}{t^2\Gamma_R},
\end{equation}
which is (\ref{again}). The part of $T$ spent on R is $\hbar t^2J_0/2\pi=1/\Gamma_R$ for every detuning. Detuning lengthens only the time on L.

\subsection{Spin}

Let each spin direction be filled at $\Gamma_L/2$, so that $\Gamma_L$ is the total filling rate. At zero magnetic field, spin-orbit coupling replaces $t$ by a matrix $a+i\mathbf b\cdot\boldsymbol\sigma$ with real $a$ and $\mathbf b$, the form allowed by time reversal. Its product with its adjoint is $a^2+b^2$, so it equals $t$ times a spin rotation, with $t^2=a^2+b^2$. Rotating the spin axes on R removes the rotation. If both spins leave R at $\Gamma_R$, each electron has the dwell time (\ref{dwell}), and the current is unchanged. A magnetic field that splits the spin levels lies outside this argument.

\subsection{What each derivation assumes}

Both derivations need flat leads, a one-way passage and at most one electron. They differ in what else they need.

The cycle-time argument assumes that every exit leaves the pair in the same state. It needs no equation for the stationary state, and it gives the time spent on each trap directly. The simple form (\ref{cycle}) fails when electrons return from the drain, because a cycle may then begin on R and need not carry one electron from source to drain. It also fails when a second electron may enter, because an exit then need not leave the pair empty. With pure dephasing the cycles remain, but $\psi$ no longer describes the electron.

The density-matrix equations assume that all processes act without memory. Further memoryless processes enter as further terms. If double occupancy is allowed, a fourth state is added. For spinless electrons without repulsion, the current then agrees with the scattering integral $(e/2\pi\hbar)\int\mathcal T(E)\,dE$, where $\mathcal T$ is the transmission probability, to a relative $3\times10^{-14}$ in five cases with $\varepsilon$, $t$, $\Gamma_L$ and $\Gamma_R$ drawn between 0.3 and 2 ($\hbar=1$). This supports the treatment of the leads, though not the equations under blockade, which the first-passage test checks up to the first exit.

Neither derivation covers slow noise in $\varepsilon$, which has a long memory. If $\varepsilon$ hardly moves during a cycle, (\ref{again}) is averaged over its distribution, and for Gaussian noise the averaged line is no longer Lorentzian.

\subsection{Two traps in an InSb nanowire}

Take two electrostatic traps in an InSb wire at 0.1 K, with $t=3\,\mu$eV, $\Gamma_L=3\,\mathrm{ns}^{-1}$, $\Gamma_R=6\,\mathrm{ns}^{-1}$ and a separation of $d=120$ nm. These are round parameters. With $\hbar\Gamma_R=3.949\,\mu$eV,
\begin{equation}
w^2=9\,(2+2)+\frac{3.949^2}{4}=39.9\,\mu\mathrm{eV}^2,\qquad w=6.32\,\mu\mathrm{eV}.
\end{equation}
A change of the field along the wire by $w/(ed)=6.32\times10^{-6}\,\mathrm V/(1.2\times10^{-5}\,\mathrm{cm})=0.53$ V/cm shifts the detuning by one half-width.

At resonance an electron spends $\tfrac16(1+3.90/9)=0.239$ ns on L and 0.167 ns on R, after an empty time of 0.333 ns. One electron per 0.739 ns is 217 pA. Dividing the three times by the cycle time gives the populations: 0.451 empty, 0.323 on L, 0.226 on R. At $\varepsilon=3w$ the current is 21.7 pA, and the electron sits on L for 93\% of the time. With $t$ and $\Gamma_L$ fixed, the best emptying rate is $12.9\,\mathrm{ns}^{-1}$, which gives 249 pA at resonance.

\subsection{How far the example can be trusted}

The material constants below are rough. For an effective mass of 0.014 electron masses and hard walls 80 nm apart, the first orbital excitation is $3\pi^2\hbar^2/(2mL^2)\approx13$ meV, so one orbital per trap suffices. For a relative permittivity of 17, two electrons on different traps repel by $e^2/(4\pi\epsilon_0\epsilon_rd)=0.71$ meV. Put the source level halfway between the first- and second-electron energies and the drain level equally far below the first. Both margins are then $M\approx0.35$ meV, or about $41\,k_BT$, and the bias is 0.71 mV. The part of a Lorentzian level of full width $\hbar(\Gamma_L+\Gamma_R)$ that lies beyond $M$ on one side is about $\hbar(\Gamma_L+\Gamma_R)/(2\pi M)=0.27\%$. This is a rough measure of how far broadening disturbs the filling of a trap, not a computed change of the current. With finite margins the lead coupling also shifts the two trap levels unequally. To second order in the lead matrix elements, with both spins and a repulsion of 2.1 meV within one trap, the centre of the line moves by about $0.4\,\mu$eV, or 7\% of $w$, towards negative $\varepsilon$. The detunings below are measured from the shifted centre.

Slow Gaussian detuning noise of $\sigma=1\,\mu$eV lowers the peak by 2.3\%. The leading estimate is $\sigma^2/w^2=2.5\%$.

At resonance this exceeds the effect of phonons, but at large positive detuning phonons matter more. Let $\Delta=\sqrt{\varepsilon^2+4t^2}$ be the splitting of the two eigenstates. The product of their amplitudes on L is $t/\Delta$ in magnitude, and on R it has the opposite sign. A sound wave $\mathbf q$ therefore couples them by $(t/\Delta)(1-e^{i\mathbf q\cdot\mathbf d})$ times its potential energy at a trap. That energy is $\Lambda$ times the zero-point displacement, whose square is $\hbar/(2\rho Vcq)$ for mass density $\rho$, volume $V$ and sound speed $c$. The golden rule, summed over modes with $\hbar cq=\Delta$, gives for each branch
\begin{equation}
\Gamma_{\rm em}=\frac{t^2}{\Delta^2}\,\frac{q}{\pi\hbar\rho c^2}\,\big\langle\Lambda^2(1-\cos\mathbf q\cdot\mathbf d)\big\rangle ,
\end{equation}
where the brackets average over directions $\mathbf n=\mathbf q/q$. For polarization $\mathbf u$ the piezoelectric part of $\Lambda$ is $2F(n_yn_z,n_zn_x,n_xn_y)\cdot\mathbf u$, with $F=e\,e_{14}/(\epsilon_0\epsilon_r)$. Longitudinal waves add the deformation potential times $q$, a quarter period out of phase, so that the squares add. The modes are those of a bulk crystal, with one speed for longitudinal and one for transverse waves. The traps are taken as points, which neglects the averaging of short waves over their size, and the wire lies along [111]. An explicit sum over the modes of a box agrees within 5\% for longitudinal and for transverse waves at $\varepsilon=3w$.

At $\varepsilon=3w$ the emission rate is $0.030\,\mathrm{ns}^{-1}$, against $W=54/363=0.149\,\mathrm{ns}^{-1}$. Including thermal phonons, the current rises by about 22\%, or by about 25 to 27\%, depending on the elastic constants used, if the sound speeds are allowed to depend on direction as they do in InSb. At $-3w$, where a phonon must be absorbed to reach R, it rises by 2\%. At $+w$ the estimate is 2\%, and at resonance the change is about 0.1\% or less. Near resonance these values are orders of magnitude only, because $\Delta$ is then comparable with $\hbar\Gamma_R$. They also take $t$ to be the value already reduced by virtual phonons. For traps with an rms size of 15 to 25 nm this reduction is 1 to 2\%. Measured against the unreduced $t$, the changes are about $-0.3\%$ at resonance, 0 to $-1\%$ at $-3w$ and $+16\%$ at $3w$. With the reduced $t$, finite trap size and level broadening lower the rise at $3w$ from 22\% to about 19 to 20\%. In this estimate the Lorentzian shape holds to a few per cent within one half-width of the shifted centre, and the downhill tail lies above it. How far above is uncertain. At $3w$ the sound wavelengths are several hundred nanometres, longer than a typical wire diameter, so bulk modes may be a poor description. In a free round wire 60 to 150 nm thick, surrounded by vacuum, the lengthwise sound mode alone gives roughly four to ten times the bulk emission rate at $3w$. The current then rises by roughly 80 to 190\% there, by about 15\% at $+w$, by about 5\% at $-w$ and by roughly 10 to 20\% at $-3w$, so the agreement to a few per cent within one half-width holds only for bulk sound waves.

Gate-defined double dots in cooled InSb wires are the nearest real case. Their tunnel couplings and lead rates can be adjusted with gates. Nearby gates screen the repulsion. If it were halved, the margins would still be about $20\,k_BT$. Of the effects sized here, phonon emission moves the current most, by roughly a quarter at $3w$ if the sound waves are those of a bulk crystal, and by more in a thin free wire. A gate that shifts $\varepsilon$ may also change $t$ and the lead rates, and a measured line then need not be Lorentzian even without phonons. For atomic defects in an oxide the formula applies only if lattice relaxation leaves the coherence between the traps intact. The main computed values are collected in the numerical output, which uses bulk sound waves with fixed speeds.

\section*{Numbers as computed}
\begin{verbatim}
TESTS (largest deviations)
leads, half-band 20, 100 levels: 0.0035
leads, half-band 40, 200 levels: 0.0017
same, with false damping G_L/2: 0.0645
scattering integral, relative: 2.8e-14
current formula, relative: 4.4e-16
with pure dephasing, relative: 3.3e-16
cycle time, relative: 9.7e-14
spin-orbit model, relative: 4.4e-16
INPUTS (InSb constants are rough)
tunnel element t: 3.0 micro-eV
G_L: 3.0 /ns, G_R: 6.0 /ns
hbar G_R: 3.949 micro-eV
temperature: 0.10 K, kT: 8.62 micro-eV
trap separation: 120 nm
trap length: 80 nm
mass ratio: 0.014, permittivity: 17
density: 5800 kg/m3, e14: 0.07 C/m2
deformation potential: 7 eV
sound speeds: 3400 and 2300 m/s
RESULTS
peak current: 216.8 pA
half-width w: 6.317 micro-eV
full width: 12.63 micro-eV
field change for one w: 0.526 V/cm
eps=0: current 216.84 pA
  empty, L, R: 0.4511, 0.3233, 0.2256
  rho_LR: 0.0000 +0.1485 i
eps=w: current 108.42 pA
  empty, L, R: 0.2256, 0.6616, 0.1128
  rho_LR: 0.2375 +0.0742 i
eps=3w: current 21.68 pA
  empty, L, R: 0.0451, 0.9323, 0.0226
  rho_LR: 0.1425 +0.0148 i
best G_R at resonance: 12.89 /ns
peak current there: 248.9 pA
NEGLECTED EFFECTS
repulsion, same trap: 2.12 meV
repulsion, two traps: 0.706 meV
margin to each lead level: 353 micro-eV
margin / kT: 41.0
broadening leakage scale: 0.27 %
orbital level spacing: 12.6 meV
detuning noise (rms): 1.0 micro-eV
peak change by noise: -2.34 %
phonon emission at 3w: 0.0304 /ns
phonon change, eps=0: -0.04 %
phonon change, eps=+w: 1.78 %
phonon change, eps=+3w: 22.31 %
phonon change, eps=-3w: 2.22 %
\end{verbatim}
